# Carrier lifetime from open-circuit photovoltage decay in a nondegenerate photoelectrode

A calculation of the electron diffusion length in a porous photoelectrode needs a diffusion coefficient and a lifetime, and one must decide which coefficient goes with a lifetime read from a photovoltage decay. The decay gives a lifetime that includes the time electrons spend in traps. If it is paired with the diffusion coefficient of free electrons, the diffusion length comes out too large, in the example below by a factor of about 14. The choice rests on what the slope of the decay measures.

Consider an n-type film, porous and filled with electrolyte, whose ions screen the electrons so well that the film has no macroscopic electric field. Light has raised the electron density uniformly. The electrode is at open circuit, and at $t=0$ the light is switched off. Electrons can then leave the film only by recombination, here transfer to the oxidized species of the redox couple.

The algebra uses atomic units, so the elementary charge is 1 and a voltage equals the corresponding electron energy. Let $\theta=k_BT$, let $E_F$ be the Fermi level of the electrons in the film, and let $E_R$ be the redox level of the electrolyte. The photovoltage is

$$V=E_F-E_R ,$$

counted positive when light has raised the electron Fermi level. In the dark at equilibrium $V=0$.

The first assumption is that the free electrons are nondegenerate. With a density of band states $g(\varepsilon)$ above the band edge $E_c$, their density is

$$n=\int_{E_c}^{\infty}\frac{g(\varepsilon)\,d\varepsilon}{1+e^{(\varepsilon-E_F)/\theta}} .$$

If $E_c-E_F\gg\theta$, the exponential is large throughout the band and the 1 can be dropped. Taking the factor $e^{-(E_c-E_F)/\theta}$ out of the integral leaves

$$n=N_c\,e^{-(E_c-E_F)/\theta},\qquad N_c=\int_{E_c}^{\infty}g(\varepsilon)\,e^{-(\varepsilon-E_c)/\theta}d\varepsilon .$$

The second assumption is that the band edge is fixed: $E_c-E_R$ has the same value in the dark, under light and during the decay. The dark density is then $n_0=N_ce^{-(E_c-E_R)/\theta}$, and division removes both $N_c$ and $E_c$:

$$\frac{n}{n_0}=e^{(E_F-E_R)/\theta}=e^{V/\theta},\qquad V=\theta\ln\frac{n}{n_0}.$$

At constant temperature $n_0$ is constant, so

$$\frac{dV}{dt}=\frac{\theta}{n}\frac{dn}{dt}. \tag{1}$$

The voltage slope is thus the relative rate of change of the free density, times $\theta$. It does not yet contain a lifetime; that requires a balance of electrons.

Let $n_t$ be the density of trapped electrons. Suppose that free electrons are lost at the rate $n/\tau_f$, where $\tau_f$ is the constant free-electron lifetime, and that trapped electrons must return to the band before they can leave. The redox couple also injects electrons thermally. With fixed edges and fixed electrolyte composition this injection is constant, and since loss and injection cancel in the dark, it equals $n_0/\tau_f$. Hence

$$\frac{d(n+n_t)}{dt}=-\frac{n-n_0}{\tau_f}. \tag{2}$$

If capture and release are fast compared with the decay, traps and band share one Fermi level, and $n_t$ is a function of $n$ alone. The chain rule gives $dn_t/dt=(dn_t/dn)(dn/dt)$, so (2) becomes

$$\lambda\frac{dn}{dt}=-\frac{n-n_0}{\tau_f},\qquad \lambda=1+\frac{dn_t}{dn}. \tag{3}$$

Define $\tau=\lambda\tau_f$. Inserting (3) in (1), and using $n_0/n=e^{-V/\theta}$,

$$\frac{dV}{dt}=-\frac{\theta}{\tau}\,\frac{n-n_0}{n}=-\frac{\theta}{\tau}\left(1-e^{-V/\theta}\right),$$

$$\tau=-\frac{\theta\left(1-e^{-V/\theta}\right)}{dV/dt}. \tag{4}$$

The third assumption, negligible dark carrier density, enters here and not before. If $n\gg n_0$, which requires $V$ to be several times $\theta$, the bracket is close to 1 and

$$\tau=-\frac{\theta}{dV/dt}=-\frac{k_BT}{e}\left(\frac{dV}{dt}\right)^{-1}, \tag{5}$$

where the last form is in ordinary units. The slope is negative, so the lifetime is positive.

The trap-free case shows what the dark carriers do. With $\lambda=1$, equation (3) has the solution $n-n_0=(n_i-n_0)e^{-t/\tau_f}$, where $n_i$ is the initial density. Dividing by $n_0$ and taking the logarithm gives, for initial voltage $V_i$,

$$V(t)=\theta\ln\left[1+\left(e^{V_i/\theta}-1\right)e^{-t/\tau_f}\right].$$

While the second term in the bracket is large, $V\simeq V_i-\theta t/\tau_f$: an exponential loss of carriers appears as a straight line in voltage. When that term has become small, $\ln(1+x)\simeq x$ and the voltage itself decays exponentially. Formula (5) then returns $\tau_f\theta/V$, which grows without limit although the lifetime is constant. By (4), formula (5) overestimates the lifetime by the factor $1/(1-e^{-V/\theta})$. A simulated trap-free decay at 300 K gives ratios of apparent to true lifetime of 1.02 at 0.100 V, 1.17 at 0.050 V and 1.61 at 0.025 V, in agreement with this factor. An error below 1% of $\tau$ needs $V>\theta\ln 101=4.6\,\theta$, about 0.12 V at 300 K.

The meaning of $\tau$ with traps present follows from a second experiment. Let steady light generate electrons at the rate $G=(n_s-n_0)/\tau_f$, which holds the density at $n_s$, and add a small pulse, $n=n_s+\delta n$. The stored density changes by $\lambda\,\delta n$ to first order, and the steady terms cancel:

$$\lambda\frac{d\,\delta n}{dt}=G-\frac{n_s+\delta n-n_0}{\tau_f}=-\frac{\delta n}{\tau_f}.$$

The pulse decays as $e^{-t/\tau}$ with the same $\tau=\lambda\tau_f$. The lifetime obtained with (4) from the slope of a large decay at one voltage therefore equals the small-pulse lifetime at that voltage, provided the loss is linear in $n$ and the band edges are fixed. With (5) the same holds when dark carriers are negligible.

If the loss is instead $kn^\beta$, with dark carriers neglected, then $\lambda\,dn/dt=-kn^\beta$, and the slope gives

$$-\frac{\theta}{dV/dt}=-\frac{n}{dn/dt}=\frac{\lambda n^{1-\beta}}{k}.$$

For the pulse, expansion of the loss gives $\lambda\,d\delta n/dt=-\beta kn_s^{\beta-1}\delta n$, hence a lifetime $\lambda n_s^{1-\beta}/(\beta k)$. At equal density the slope lifetime is $\beta$ times the pulse lifetime. Simulating both experiments with $\beta=0.7$ gave a ratio of 0.700. With fixed band edges, measuring both is thus a way to find the reaction order, within this power law. If the edge moves with the stored charge, as discussed below, and the loss law itself is unaffected by the shift, the slope lifetime is shortened but the pulse lifetime is not, and the order appears too small. If the transfer rate constant depends on the edge position, the pulse lifetime changes as well, and the ratio no longer isolates the order.

The opening question can now be answered. With diffusion included, a small disturbance obeys

$$\lambda\frac{\partial\,\delta n}{\partial t}=D\frac{\partial^2\delta n}{\partial x^2}-\frac{\delta n}{\tau_f},$$

where $D$ is the free-electron diffusion coefficient. Division by $\lambda$ shows that the disturbance spreads with $D/\lambda$ and decays with $\lambda\tau_f$. In the steady state the left side vanishes and the diffusion length is

$$\ell=\sqrt{D\tau_f}=\sqrt{(D/\lambda)(\lambda\tau_f)} .$$

For linear loss, the slope lifetime belongs with the trap-slowed coefficient $D/\lambda$. Pairing it with $D$ overestimates $\ell$ by $\sqrt\lambda$. For the power law, a small disturbance decays with the pulse lifetime, so that lifetime is the one to pair with $D/\lambda$; the slope lifetime would give $\sqrt\beta$ times the small-signal length.

To evaluate $\lambda$ a trap spectrum is needed. Take a total density $N_t$ distributed exponentially in depth $d$ below the band edge, with width $E_t$, and write $\Delta=E_c-E_F$. A trap at energy $E_c-d$ lies $\Delta-d$ above the Fermi level, so

$$n_t=\int_0^\infty\frac{N_t}{E_t}\,\frac{e^{-d/E_t}}{1+e^{(\Delta-d)/\theta}}\,dd .$$

Set $\alpha=\theta/E_t$ and $u=(d-\Delta)/\theta$. Then $d/E_t=\alpha\Delta/\theta+\alpha u$ and

$$n_t=N_t\,\alpha\,e^{-\alpha\Delta/\theta}\int_{-\Delta/\theta}^{\infty}\frac{e^{-\alpha u}}{1+e^{-u}}\,du .$$

For $0<\alpha<1$ the integrand falls off as $e^{(1-\alpha)u}$ towards negative $u$, so when the Fermi level is well below the band the lower limit may be moved to $-\infty$. Call the resulting integral $I$. Along the line $u+2\pi i$ the integrand is multiplied by $e^{-2\pi i\alpha}$, and between the two lines there is one pole, at $u=i\pi$. The derivative of the denominator there is $-e^{-i\pi}=1$, so the residue is $e^{-i\pi\alpha}$. The residue theorem gives

$$\left(1-e^{-2\pi i\alpha}\right)I=2\pi i\,e^{-i\pi\alpha}.$$

Multiplying by $e^{i\pi\alpha}$ turns the left side into $2i\sin(\pi\alpha)\,I$, so $I=\pi/\sin(\pi\alpha)$ and

$$n_t=N_t\,\frac{\pi\alpha}{\sin\pi\alpha}\,e^{-\alpha\Delta/\theta}.$$

Since $n\propto e^{-\Delta/\theta}$, this means $n_t\propto n^\alpha$, and therefore

$$\lambda=1+\alpha\frac{n_t}{n}. \tag{6}$$

Traps several $k_BT$ below the Fermi level are nearly full. This does not conflict with the nondegenerate assumption, which concerns the free electrons that set the logarithm in (1).

For a worked case take 300 K, so that $k_BT=0.02585$ eV, with $E_c-E_R=0.95$ eV, $N_c=10^{21}$ cm$^{-3}$, $N_t=5\times10^{19}$ cm$^{-3}$, $E_t=0.080$ eV and $\tau_f=1.00$ ms. Densities are per volume of film. Then $\alpha=0.323$ and $n_0=1.1\times10^5$ cm$^{-3}$. A numerical decay starts at 0.75 V and passes 0.60 V after 0.27 s with a slope of $-0.1396$ V/s. Equation (5) gives

$$\tau=\frac{0.02585\ \text{V}}{0.1396\ \text{V/s}}=0.185\ \text{s},$$

or $7.66\times10^{15}$ atomic units of time. At this voltage $n=1.319\times10^{15}$ and $n_t=7.52\times10^{17}$ cm$^{-3}$, so (6) gives $\lambda\simeq1+0.323\times570\simeq185$. The product $\lambda\tau_f$ is 0.185 s, and a separately simulated small pulse also decays in 0.185 s. The free-electron lifetime of 1 ms is recovered only after division by $\lambda$. The error in the diffusion length from the wrong pairing would be $\sqrt{185}\simeq14$.

The lifetimes at 0.70, 0.60, 0.50 and 0.40 V are 0.0144, 0.185, 2.53 and 34.6 s. They rise by more than three orders of magnitude although $\tau_f$ was held constant. When traps dominate, $\tau\simeq\alpha\tau_fn_t/n\propto n^{\alpha-1}\propto e^{-(1-\alpha)V/\theta}$. Differentiating and using (5),

$$\frac{d\tau}{dt}=-\frac{1-\alpha}{\theta}\,\tau\,\frac{dV}{dt}=1-\alpha .$$

The lifetime grows linearly with the time elapsed. From the readings at 0.50 and 0.40 V, taken at 3.74 and 51.18 s, the growth rate is $(34.64-2.53)/(51.18-3.74)=0.677$, and $1-\alpha$ is 0.677. A lifetime that lengthens during the decay is therefore no evidence, by itself, that the transfer step has slowed down.

A third lifetime must be kept apart from these two. The total stored density divided by its loss rate is $(n+n_t)\tau_f/n$ when dark carriers are negligible. With traps dominant this is $n_t\tau_f/n\simeq\tau/\alpha$. At 0.60 V it is 0.57 s, three times the slope lifetime. Charge extracted after various delays leads to this longer quantity, and the two should not be compared without the factor $\alpha$. Extraction to the dark level recovers only the charge above the dark trapped density, a fraction $1-e^{-V/E_t}$ of $n_t$, so this step needs $V\gg E_t$ and not only $V\gg\theta$: the shortfall is 0.7% at 0.40 V but 8% at 0.20 V.

The fixed band edge is the assumption that costs most at high voltage in this example. Stored electrons charge the inner surface of the film, and the voltage across the Helmholtz layer raises all electron levels. Let $a$ be the inner surface per volume, $C_H$ the Helmholtz capacitance per surface area, and $\Delta N$ the stored density above its dark value. The edge rises by $\Delta N/(aC_H)$, so the measured voltage is

$$V_m=\theta\ln\frac{n}{n_0}+\frac{\Delta N}{aC_H}.$$

Here $n_0$ keeps its dark value. If the loss law is held unchanged, $d\Delta N/dt=\lambda\,dn/dt$ and $dn/dt=-n/\tau$, so

$$\frac{dV_m}{dt}=\left(\frac{\theta}{n}+\frac{\lambda}{aC_H}\right)\frac{dn}{dt}=-\frac{\theta}{\tau}\left(1+\frac{\lambda n}{aC_H\theta}\right).$$

The voltage falls faster than the carriers alone would make it fall, and (5) returns

$$\tau_{\rm app}=\frac{\tau}{1+\lambda n/(aC_H\theta)}.$$

Particles of radius 10 nm filling half the volume have $a=3\times0.5/(10\ \text{nm})=1.5\times10^6$ cm$^{-1}$. With $C_H=20$ µF/cm$^2$, the apparent lifetime is 0.84 of the true one at the free density that belongs to 0.70 V with fixed edges. At the densities for 0.60 and 0.50 V the ratios are 0.95 and 0.99.

At low voltage another store of charge takes over. The conducting substrate has a capacitance $C_s$ per electrode area, and its charge also drains through recombination in the film. For film thickness $L$ the balance per area is

$$L\lambda\frac{dn}{dt}+C_s\frac{dV}{dt}=-\frac{Ln}{\tau_f}.$$

By (1), $dn/dt=(n/\theta)\,dV/dt$. Collecting the slope and solving,

$$\tau_{\rm app}=-\frac{\theta}{dV/dt}=\lambda\tau_f\left(1+\frac{C_s\theta}{L\lambda n}\right).$$

For $L=10\,000$ nm and $C_s=10$ µF/cm$^2$ the lifetime is overestimated by 0.7% at 0.60 V, 2.3% at 0.50 V and 8.1% at 0.40 V. Since $\lambda n\simeq\alpha n_t\propto e^{\alpha V/\theta}$, the correction grows by $e^{0.30/0.080}\simeq43$ between 0.40 and 0.10 V, to about 3.4 times the true lifetime, which, together with the dark-carrier factor of 1.02, would make the reading about 4.5 times too large. This estimate assumes an ideal voltmeter and a substrate that passes no electrons directly to the electrolyte; either leak would shorten the reading. The model lifetime at 0.10 V is about $9\times10^4$ s, so this case is an extrapolation of the model and not a reading that could be taken in practice. Even without leaks, the substrate in this film spoils the reading well before the 2% dark-carrier error at 0.10 V matters. Near 0.50 V the edge and substrate errors are both at the level of 1 to 2% and have opposite signs.

Degeneracy can be treated in the same way. With $\eta=(E_F-E_c)/\theta$ and fixed edges, $dV/dt=\theta\,d\eta/dt$, while $dn/dt=n\,(d\ln n/d\eta)\,d\eta/dt$. If $\tau$ still denotes $-n/(dn/dt)$, then

$$-\frac{\theta}{dV/dt}=\tau\,\frac{d\ln n}{d\eta}.$$

In a parabolic band the first correction to Boltzmann statistics gives $n\propto e^\eta(1-e^\eta/2^{3/2})$, so the last factor is $1-e^\eta/2^{3/2}$ to this order. At 0.70 V, $e^\eta=n/N_c=6.3\times10^{-5}$ and the error is $2\times10^{-5}$ of $\tau$. With the Fermi level at the band edge, $e^\eta=1$ and this expansion is no longer accurate. Evaluating $d\ln n/d\eta$ numerically from the full integral for $n$, with $g\propto\sqrt{\varepsilon-E_c}$, gives 0.79, so (5) would be 21% low.

The remaining effects are small for these numbers at 0.40 V and above. A mobility of 1 cm$^2$/Vs gives $D=0.026$ cm$^2$/s. The slowest nonuniform profile between two blocking faces, $\cos(\pi x/L)$, would relax in $L^2/(\pi^2D)=3.9$ µs without traps, against $\tau_f=1$ ms; traps multiply both times by $\lambda$, so the ratio stays at 0.4%. With a release prefactor of $10^{12}$ s$^{-1}$, a trap at the Fermi level empties in 0.8 µs at 0.60 V, far faster than the decay. A voltmeter of $10^9$ ohm on 1 cm$^2$ draws 0.4% of the recombination current at 0.40 V, but 16% at 0.30 V and about five times that current at 0.20 V, so readings at low voltage need a much higher input resistance. For a given measured slope, a 10 K error in the temperature used in (5) changes $\tau$ by 3.3%.

These parameters are rough model values for a nanocrystalline titanium dioxide photoanode in a redox electrolyte. In particular, $N_c$ is an effective density: a single parabolic band in a half-filled film would need a mass of about 18.5 electron masses to give it. With the band edge held fixed, the trap part of $\lambda$ varies as $1/N_c$, so the factor of 14 in the diffusion length belongs to this parameter set. The lifetimes found here, up to 35 s at 0.40 V, are results of this model and not measured values. Real films can break the rule that trapped electrons leave only through the band, since traps at the surface can pass electrons directly to the electrolyte. Let this happen with a single transfer time $\tau_s$. With dark carriers neglected, the loss becomes $n/\tau_f+n_t/\tau_s$, and

$$-\frac{\theta}{dV/dt}=\frac{\lambda\tau_f}{1+n_t\tau_f/(n\tau_s)} .$$

At 0.60 V, $n_t\tau_f/n=0.57$ s, so $\tau_s=0.57$ s would halve the slope lifetime, and $\tau_s=5.7$ s would lower it by 9%. At 0.40 V, $n_t\tau_f/n$ is 107 s, and the same 5.7 s would reduce 34.6 s to about 1.75 s. The slope still measures $-n/(dn/dt)$ correctly, but dividing it by $\lambda$ no longer gives the free-electron lifetime.

A compact electrode that stores its photovoltage in a depletion layer lies outside the result. There the slope is set by charging the layer. With depletion capacitance $C_d$ per area and surface loss $kn_s$, where $n_s$ is now the electron density at the surface, the balance with dark carriers neglected, $C_d\,dV/dt=-kn_s$, gives $-\theta/(dV/dt)=\theta C_d/(kn_s)$. This is a discharge time that depends on the doping through $C_d$, and it should not be entered as a bulk carrier lifetime. The numerical output below lists the readings for the porous film.

## Values computed for the example and the checks

```
temperature 300 K, kT 0.02585 eV
band edge above redox level 0.95 eV
band state density 1.0e+21 cm^-3
trap density 5.0e+19 cm^-3, width 0.080 eV
alpha = kT/width 0.3231
free-electron lifetime 1.00 ms
film thickness 10000 nm
particle radius 10 nm, solid part 0.5
inner area per volume 1.50e+06 cm^-1
Helmholtz capacitance 20 uF/cm2
substrate capacitance 10 uF/cm2
dark free density 1.098e+05 cm^-3
V 0.70 V: time 0.01638 s, slope -1.793 V/s
  free 6.312e+16, trapped 2.624e+18 cm^-3
  lambda 14.44, lambda*tau_free 0.01444 s
  tau from slope 0.01442 s, from pulse 0.01441 s
  apparent/true tau: moving edge 0.842, substrate 1.002
V 0.60 V: time 0.2725 s, slope -0.1396 V/s
  free 1.319e+15, trapped 7.521e+17 cm^-3
  lambda 185.3, lambda*tau_free 0.1853 s
  tau from slope 0.1852 s, from pulse 0.1852 s
  apparent/true tau: moving edge 0.952, substrate 1.007
V 0.50 V: time 3.736 s, slope -0.01023 V/s
  free 2.756e+13, trapped 2.155e+17 cm^-3
  lambda 2527, lambda*tau_free 2.527 s
  tau from slope 2.527 s, from pulse 2.527 s
  apparent/true tau: moving edge 0.986, substrate 1.023
V 0.40 V: time 51.18 s, slope -0.0007464 V/s
  free 5.760e+11, trapped 6.174e+16 cm^-3
  lambda 3.464e+04, lambda*tau_free 34.64 s
  tau from slope 34.64 s, from pulse 34.64 s
  apparent/true tau: moving edge 0.996, substrate 1.081
tau at 0.60 V in atomic units 7.658e+15
stored-charge lifetime at 0.60 V 0.5708 s
trap-free, V 0.100 V: apparent/true tau 1.0213
trap-free, V 0.050 V: apparent/true tau 1.1690
trap-free, V 0.025 V: apparent/true tau 1.6134
order 0.7: slope lifetime/pulse lifetime 0.7000
degeneracy error of tau at 0.70 V 2.23e-05
apparent/true tau, E_F at band edge 0.7906
mobility 1.0 cm2/Vs, diffusion mode time 3.92e-06 s
diffusion mode time/free lifetime 3.92e-03
trap release prefactor 1e+12 1/s
trap release time at Fermi level, 0.60 V 7.58e-07 s
trap transfer time giving equal loss, 0.60 V 0.57 s
recombination current at 0.40 V 9.23e-08 A/cm2
meter 1e+09 ohm on 1 cm2: current ratio 4.33e-03
tau error for 10 K error in temperature 3.3 %
```
